# When harmonic averaging of face diffusivities freezes a diffusion front

A simulation of zinc diffusing into undoped GaAs can report, after an hour at 650 °C, that no zinc has entered the crystal. This happens when the diffusivity is taken proportional to the square of the zinc concentration, so that it vanishes in undoped material. With the parameters used below, the equation being simulated puts the front 2.07 µm deep. A finer mesh does not help, and neither does a smaller time step: the simulated front stays where it started. The fault is in one line, the one that averages two nodal diffusivities to obtain the diffusivity on the face between them.

## The belief and its good reason

The belief is that the harmonic mean is the safest choice for that average. It rests on a sound derivation. Let neighbouring nodes $L$ and $R$ be a distance $h$ apart, with a material interface on the face midway between them. The diffusivity is $a$ in the left half and $b$ in the right half, and the concentration $c$ is continuous, with value $c_*$ at the face. In steady state the same flux crosses both halves:

$$J=a\,\frac{c_L-c_*}{h/2}=b\,\frac{c_*-c_R}{h/2}.$$

Solving each equality for its concentration drop and adding the drops eliminates $c_*$:

$$c_L-c_R=\frac{Jh}{2}\left(\frac1a+\frac1b\right),\qquad J=\frac{2ab}{a+b}\,\frac{c_L-c_R}{h}.$$

The face diffusivity is the harmonic mean $H(a,b)=2ab/(a+b)$, because two resistances in series add.

The choice matters for diffusion barriers. Take 21 nodes with relative diffusivity 1, except for one barrier node with $10^{-4}$, and hold the end concentrations fixed. In units of one ordinary cell, the total resistance is $19+10^4=10019$. Harmonic faces reproduce it. Arithmetic faces give the two faces beside the barrier a diffusivity of about $1/2$, so the resistance becomes $18+2+2=22$ and the flux is 455 times too large. The barrier has all but vanished.

Since $H\le(a+b)/2$, the harmonic mean also looks cautious: it never passes more flux than the arithmetic mean for the same nodal values. But the derivation assumed that $a$ and $b$ belong to places. The question is what happens when they belong to concentrations.

## The proof of the freeze

Let $u=c/C_s$ be the concentration relative to its fixed surface value, and let

$$\frac{\partial u}{\partial t}=\frac{\partial}{\partial x}\left(D_0u^n\frac{\partial u}{\partial x}\right),\qquad n\ge1 .$$

Here $D_0$ is the diffusivity at $u=1$. On a uniform mesh, with time left continuous, the harmonic scheme reads

$$\frac{du_i}{dt}=\frac{D_0}{h^2}\left[H_{i-1/2}(u_{i-1}-u_i)-H_{i+1/2}(u_i-u_{i+1})\right],$$

where $H_{i-1/2}=H(u_{i-1}^n,u_i^n)$ and $H(0,0)=0$, the limiting value. The far end is sealed. Every flux runs down the concentration difference, so values that start between 0 and 1 remain there.

Suppose all nodes beyond node $m$ are dry, meaning $u=0$ initially. Let $M(t)$ be the largest value among these nodes, reached at node $j$. The exchange of node $j$ with any other originally dry node cannot raise $M$, since that neighbour is no higher. A gain can come only from node $m$, when $j=m+1$. Because $H(a,b)=2b\,a/(a+b)\le2b$, that gain is bounded:

$$\frac{dM}{dt}\le\frac{2D_0}{h^2}M^n\,\max(u_m-M,\,0)\le\frac{2D_0}{h^2}M .$$

The last step uses $u_m-M\le1$ and, for $0\le M\le1$ and $n\ge1$, $M^n\le M$. Integration gives $M(t)\le M(0)\,e^{2D_0t/h^2}=0$. The dry nodes stay dry for all time, for every $h$.

The condition $n\ge1$ is needed for uniqueness. For $n<1$ the equation $\dot M=kM^n$ has the solution $M=0$, but also the growing solution $M=[(1-n)kt]^{1/(1-n)}$, so the bound no longer excludes growth.

The wet nodes meanwhile see zero flux through their last face. They solve the problem of a sealed wall at the initial front, and refinement sharpens the solution of that wrong problem.

## Why the resistance argument fails

The harmonic mean assigns the dry half cell a diffusivity of zero throughout, hence an infinite resistance. The actual material there does not stay dry while current flows: its diffusivity rises with the concentration that the current brings.

To see the size of the error, find the steady profile between $u=1$ at $s=0$ and $u=0$ at $s=1$, with $s=x/h$. Constant flux means that $u^n\,du/ds=\frac{1}{n+1}\,d(u^{n+1})/ds$ is constant, so $u^{n+1}$ is linear:

$$u=(1-s)^{1/(n+1)} .$$

The resistance, in units of $h/D_0$, is

$$\int_0^1\frac{ds}{u^n}=\int_0^1(1-s)^{-n/(n+1)}ds=n+1 .$$

The integrand diverges at the dry end, but its exponent is smaller than one in magnitude, so the integral is finite. Resistances in series still add. The harmonic mean taken along the true profile is $1/(n+1)$; the two-point sample replaces it by zero.

The same value follows from averaging over concentration, the Kirchhoff mean:

$$\bar D=\frac{1}{c_L-c_R}\int_{c_R}^{c_L}D(c)\,dc,\qquad \frac{\bar D}{D_0}=\int_0^1u^n\,du=\frac1{n+1}.$$

The arithmetic mean gives $1/2$. That agrees for $n=1$ and is too large by a factor $3/2$ for $n=2$, but it is not zero, so the next node begins to fill.

Away from the front the choice matters little. For $n=2$ and neighbouring values $u_L,u_R$,

$$\frac{u_L^2+u_R^2}{2}-\frac{u_L^2+u_Lu_R+u_R^2}{3}=\frac{(u_L-u_R)^2}{6},$$

while the arithmetic mean exceeds the harmonic one by $(u_L^2-u_R^2)^2/[2(u_L^2+u_R^2)]$. Where the profile is smooth and positive, both differences shrink as $h^2$. A test of the harmonic scheme on a wet, smooth profile therefore would not reveal the freeze.

## How the true front moves

It may seem odd that a front advances into material where $D=0$. The answer comes from the similarity solution for constant surface concentration. Put $\eta=x/\sqrt{D_0t}$ and let primes denote $d/d\eta$. Then $\partial u/\partial t=-(\eta/2t)u'$, and the right side of the diffusion equation is $(u^nu')'/t$, so

$$(u^nu')'=-\frac{\eta}{2}u' .$$

Let $w=u^n$. Then $u'=w^{1/n-1}w'/n$ and $u^nu'=w^{1/n}w'/n$. Differentiating the latter and dividing the equation by $w^{1/n-1}/n$ gives

$$ww''+\frac{w'^2}{n}+\frac{\eta}{2}w'=0 .$$

If $w(\eta)$ is a solution, so is $\lambda^2w(\eta/\lambda)$, since each term is then multiplied by $\lambda^2$. We may therefore first place the front at $\eta=1$ and rescale later. With $s=1-\eta$ now the distance behind that front, and primes now denoting $d/ds$,

$$ww''+\frac{w'^2}{n}-\frac{1-s}{2}w'=0 .$$

Insert $w=\alpha s+\beta s^2+\dots$. The terms without $s$ give $\alpha^2/n-\alpha/2=0$, so $\alpha=n/2$. The terms linear in $s$ give

$$2\alpha\beta+\frac{4\alpha\beta}{n}-\beta+\frac{\alpha}{2}=0 .$$

With $\alpha=n/2$ this is $(n+1)\beta+n/4=0$, hence $\beta=-n/[4(n+1)]$. Integrating from the front to the surface at $s=1$ gives $w(1)$. The surface condition $u=1$ requires $\lambda^2w(1)=1$, so

$$x_f=\lambda\sqrt{D_0t},\qquad \lambda=w(1)^{-1/2}.$$

For $n=2$ the numerical solution gives $w(1)=0.8412$ and $\lambda=1.0903$. The two-term series already gives $w(1)\approx1-1/6=0.833$.

The velocity of the diffusing species is flux divided by concentration:

$$-D_0u^{n-1}\frac{\partial u}{\partial x}=-\frac{D_0}{n}\frac{\partial (u^n)}{\partial x}.$$

Near the front $u^n\approx\lambda^2(n/2)(1-x/x_f)$, so this velocity is $\lambda^2D_0/(2x_f)=x_f/(2t)$, which is $dx_f/dt$. The flux does vanish at the front, but so does the concentration, and their ratio stays finite.

## Zinc in GaAs

Zinc gives a physical reason for $n=2$. Most of it sits on gallium sites as a singly charged acceptor of concentration $c$, while a small interstitial fraction, a singly charged donor, does the moving. Assume neutral gallium vacancies at their equilibrium concentration. The exchange of an interstitial and a vacancy for a substitutional acceptor and two holes then gives $c_i=Kcp^2$, where $p$ is the hole density.

The holes are far more mobile than the zinc, so their drift balances their diffusion almost exactly, and the built-in field is $E=(k_BT/q)\,d\ln p/dx$. This field pushes the positive interstitials towards higher $p$:

$$J=-D_i\left(\frac{dc_i}{dx}-c_i\frac{d\ln p}{dx}\right)=-D_iKp^2\left(1+\frac cp\frac{dp}{dc}\right)\frac{dc}{dx}.$$

Now measure $p$ and $c$ in units of $C_s$ and let $\nu=n_i/C_s$, with $n_i$ the intrinsic carrier density. Neutrality reads $p-\nu^2/p=u$, from which $dp/du=p^2/(p^2+\nu^2)$. Since $up=p^2-\nu^2$, the bracket equals $2p^2/(p^2+\nu^2)$. Absorbing the constant factors in $D_0$,

$$\frac{D}{D_0}=d(u)=\frac{p^4}{p^2+\nu^2}.$$

For $u\gg\nu$ this is $u^2$; at $u=0$, where $p=\nu$, it is $\nu^2/2$. The quadratic law is thus the limit in which this floor is dropped.

Take rough typical values: $C_s=10^{20}\ \mathrm{cm^{-3}}$, $D_0=10^{-11}\ \mathrm{cm^2/s}=10^{-3}\ \mathrm{\mu m^2/s}$, and $t=3600$ s. Then $\sqrt{D_0t}=\sqrt{3.6}=1.897$ µm and

$$x_f=1.0903\times1.897\ \mathrm{\mu m}=2.07\ \mathrm{\mu m}.$$

The dose, the zinc taken up per unit area, is $C_s\times1.429\ \mathrm{\mu m}=1.43\times10^{16}\ \mathrm{cm^{-2}}$.

Now compare the schemes for the pure quadratic law. The similarity profile passes $u=0.1$ at 2.0513 µm. Arithmetic faces put this point at 2.0557, 2.0523 and 2.0514 µm for $h=50$, 25 and 12.5 nm. The summed absolute profile error, relative to the true dose, falls from 0.12 % to 0.08 % and 0.02 %. Kirchhoff faces at 25 nm give 2.0500 µm, so the factor $3/2$ at the leading face does no visible harm here.

Harmonic faces, started from undoped material, leave every interior node at zero.

One might blame the abrupt start. So let the true solution run for 900 s, which puts the front at 1.034 µm, and only then switch to harmonic faces. At 3600 s the last wet node is still at 1.025 µm on both the 25 nm and the 12.5 nm mesh. The dose is $C_s\times1.03$ µm on the finer mesh, 28 % below the true value. Compared at 1200 s with a box sealed at the last wet node and solved with arithmetic faces on the same mesh, the profile differs on average by $4\times10^{-5}$ in $u$ at 25 nm and $9\times10^{-6}$ at 12.5 nm. The scheme thus reproduces a wall that is not there. That wall sits half a cell beyond the last wet node, here 3 nm from the 900 s front on both meshes, so its position carries an error of up to half a cell. Against a box sealed at the 900 s front itself, the mean difference is about $2\times10^{-3}$ on both meshes.

## Does a physical floor rescue the harmonic mean?

The zinc model above has the floor $\nu^2/2$, so the strict theorem no longer applies. The size of the floor belongs to this non-degenerate model; the degeneracy correction discussed below would lower it relative to $D(C_s)$ and lengthen the waits. For an effective-mass estimate with a gap of 1.1 eV at temperature and masses of 0.067 and 0.5 electron masses, $n_i=1.05\times10^{16}\ \mathrm{cm^{-3}}$. Hence $\nu=1.05\times10^{-4}$, and the floor is $5.6\times10^{-9}$ of the surface diffusivity. This estimate counts only the lowest conduction valley. At this temperature the higher valleys raise $n_i$ by roughly half, which would shorten the waits computed below by about a third. The simulated depth would still depend on the mesh and fall far short of the true one.

Consider a nearly dry node beside one with $u\approx1$. Its own diffusivity is the small one, so $H\approx2d(u)$ and $du/dt\approx(2D_0/h^2)\,d(u)$. Most of the filling time is spent at $u$ of order $\nu$, so to leading order in $\nu$ the upper limit may be taken to infinity:

$$t_w=\frac{h^2}{2D_0}\int_0^\infty\frac{du}{d(u)} .$$

From $u=p-\nu^2/p$ we have $du=(1+\nu^2/p^2)\,dp$, and therefore

$$\int_0^\infty\frac{du}{d(u)}=\int_\nu^\infty\frac{(p^2+\nu^2)^2}{p^6}dp=\frac1\nu\left(1+\frac23+\frac15\right)=\frac{28}{15\nu},$$

$$t_w=\frac{14h^2}{15D_0\nu}.$$

For $h=25$ nm, $h^2/D_0=0.625$ s and $t_w\approx5530$ s per node. The simulated waits of the first three nodes agree with this to within 0.1 %. After one hour, then, no node has filled. At 12.5 nm two nodes have filled, a depth of 25 nm; at 6.25 nm ten have, a depth of 62.5 nm. The depth now depends on the mesh, and even on the finest of these three it is about thirty times too small.

To cover $x_f/h$ nodes in time $t$, the harmonic scheme needs $(x_f/h)\,t_w\le t$, or

$$h\le\frac{15D_0\nu t}{14x_f}\approx0.2\ \mathrm{nm}.$$

That is a mesh of about ten thousand nodes over the front depth, with a spacing of atomic size, where a continuum mesh has lost its meaning. The condition is also optimistic, since it assumes that each filling node is fed by a neighbour at $u\approx1$; a lower neighbour makes the wait longer.

With an artificially large $\nu=0.05$ the limit is 93 nm and can be crossed. At $h=300$ nm the harmonic depth is 0.39 of the arithmetic depth on the same mesh; at 12.5 nm it is 0.99. So with a floor the harmonic scheme does recover, once the mesh is fine enough.

A small artificial background $\varepsilon$ in the dry nodes acts in a similar way. For the pure law $u^n$, the leading wait is

$$\frac{h^2}{2D_0}\int_\varepsilon^1\frac{du}{u^n}\simeq\frac{h^2}{2D_0}\times\begin{cases}\ln(1/\varepsilon), & n=1,\\[2pt] \dfrac{\varepsilon^{1-n}}{n-1}, & n>1.\end{cases}$$

For $n=1$ the seed costs only a logarithm, which can hide the fault. For $n=2$, $\varepsilon=10^{-4}$ and $h=25$ nm, the first wait is 3125 s by this formula and 3128 s in the simulation. The front then moves at a speed set by the seed and the mesh.

## How far the zinc model can be trusted

The inputs are rough, and $C_s$ is a heavy doping level. At fixed $\lambda$ the depth varies as $\sqrt{D_0}$, so a factor of two in $D_0$ changes it by a factor of 1.4. The intrinsic floor has no visible effect on the arithmetic result: on the 25 nm mesh it shifts the depth at $u=0.1$ by less than 0.001 nm.

Hole degeneracy matters far more. The surface hole density is 2.1 times the effective density of states of the valence band, so $p$ in the reaction balance and in the field must be replaced by an activity, which at the surface is 2.05 times larger than $p$. With $D(C_s)$ held fixed, the diffusivity at low concentration is then at least $2.05^2\approx4.2$ times smaller than the quadratic law says. This is a lower bound because the field factor, the bracket in the flux, is also larger at the surface than at low concentration, which lowers the ratio further. On the 25 nm mesh the depth at $u=0.1$ drops from 2.05 to 1.59 µm, by 23 %; mesh refinement lowers the second value by a further 0.005 µm or so. The law still vanishes as $u^2$ when the floor is dropped, so the freeze remains. These figures assume rigid parabolic bands and a hole mass of 0.5; masses of 0.45 and 0.55 give drops of 25 % and 21 %. Gap narrowing works against degeneracy. A screening estimate puts the shift of the valence-band edge near 0.07 eV at $C_s$, comparable to $k_BT=0.08$ eV. A shift of 0.06 eV at the surface, growing as $\sqrt c$, would remove most of the factor 4.2 and reduce the drop in depth to about 11 %. The 23 % therefore indicates the size of the uncertainty and is not a prediction. Native defects out of equilibrium, a changing surface concentration and incomplete ionization are also left out, and their effects are not estimated here.

## What each mean is for

The two rules answer different questions, and a stack of materials can pose both at once. Let $D=\kappa(x)\,g(c)$, where $\kappa$ jumps from $a$ to $b$ at the face, $g$ is common to both sides, and $c$ is continuous. In steady state the two half cells give

$$\frac{Jh}{2a}=\int_{c_*}^{c_L}g\,dc,\qquad \frac{Jh}{2b}=\int_{c_R}^{c_*}g\,dc .$$

Adding them removes $c_*$:

$$J=\frac{2ab}{a+b}\left[\frac{1}{c_L-c_R}\int_{c_R}^{c_L}g\,dc\right]\frac{c_L-c_R}{h}.$$

The material factor takes the harmonic mean and the concentration factor takes the Kirchhoff mean, for which the arithmetic mean served well in the zinc example. If the species segregates at the interface, so that $c$ jumps, or if $g$ differs between the materials, the two halves must be solved for their interface concentrations instead. The numerical output below gives the values behind the comparisons.

## Calculated quantities

```
surface concentration Cs = 1.0e+20 cm^-3
D at Cs = 1.0e-11 cm^2/s
temperature = 923.15 K, kT = 0.07955 eV
gap = 1.10 eV, masses = 0.067, 0.5 (electron masses)
anneal = 3600 s, prediffusion = 900 s
Nc = 2.349e+18 cm^-3, Nv = 4.789e+19 cm^-3
intrinsic density ni = 1.054e+16 cm^-3, nu = 1.054e-04
floor D(0)/D(Cs) = 5.557e-09
sqrt(D0 t) = 1.8974 um
similarity w(1) = 0.84119, lambda = 1.09032
true front depth = 2.0687 um
true depth at u=0.1 = 2.0513 um
true dose/Cs = 1.4288 um
true dose = 1.429e+16 cm^-2
arithmetic h=50.0 nm: depth(u=0.1) 2.0557 um, dose/Cs 1.4314 um, L1 error 0.122 %
arithmetic h=25.0 nm: depth(u=0.1) 2.0523 um, dose/Cs 1.4298 um, L1 error 0.077 %
arithmetic h=12.5 nm: depth(u=0.1) 2.0514 um, dose/Cs 1.4292 um, L1 error 0.021 %
arithmetic depth shift, last halving = -0.87 nm
Kirchhoff h=25 nm: depth(u=0.1) = 2.0500 um
harmonic, undoped start: largest interior u = 0.0e+00
true front after prediffusion = 1.0344 um
harmonic prediffused h=25.0 nm: last wet node 1.0250 um, dose/Cs 1.0363 um
  mean |u - sealed box u| at 1200 s = 4.20e-05
harmonic prediffused h=12.5 nm: last wet node 1.0250 um, dose/Cs 1.0301 um
  mean |u - sealed box u| at 1200 s = 9.22e-06
barrier cell D ratio = 1.0e-04
barrier flux / exact: harmonic 1.000000, arithmetic 455.4
wait per node, formula, h=25 nm = 5533.1 s
measured waits, nodes 1-3 = 5535.3, 5533.9, 5534.2 s
seed u = 1.0e-04: wait formula 3125.0 s, measured 3127.5 s
harmonic with floor h=25.00 nm: 0 nodes, depth 0.0 nm
harmonic with floor h=12.50 nm: 2 nodes, depth 25.0 nm
harmonic with floor h=6.25 nm: 10 nodes, depth 62.5 nm
largest mesh that could release front = 0.197 nm
nodes over true depth at that mesh = 10524
large floor test nu = 0.05: mesh limit 93.2 nm
  harmonic/arithmetic depth: h=300 nm 0.391, h=12.5 nm 0.994
intrinsic floor shifts arithmetic depth by 0.0000 nm
surface holes/Nv = 2.088, Fermi level 1.454 kT inside valence band
degenerate activity factor = 2.050
degenerate-law depth(u=0.1) = 1.5895 um, change -22.6 %
```
